# Why statically screened excitons need no quasiparticle weights: a plasmon-pole model

Suppose that an electron and a hole are screened by plasmons of energy \(\omega_p\), and that the static screening is held fixed while \(\omega_p\) is varied. Let \(\lambda_q\), an energy, measure the polarization energy in the plasmon of wave vector \(q\). A retardation correction to the binding energy of first order in \(1/\omega_p\) would then have the form \((\lambda_q/\omega_p)\times\)(an energy of the pair). The quasiparticle factor \(Z\), which differs from one by about \(\sum_q\lambda_q/\omega_p\), suggests that this energy is the attraction itself. A commutation property forbids it. Plasmons couple to the charge density, which depends on positions alone and commutes with every local potential. Retardation enters through the commutator of the density with the Hamiltonian, so only the kinetic energy can contribute. At first order it contributes through the double commutator

\[
\tfrac12\left[e^{-iq\cdot r},\left[\tfrac{p^2}{2m},e^{iq\cdot r}\right]\right]=\frac{q^2}{2m},
\]

a number that, because the band is parabolic, knows nothing of the binding and is the same for a free particle. If the recoil energies \(q^2/2m\) of the plasmons that screen are also small against \(\omega_p\), the binding energy therefore has the form

\[
E_b=E_b^{\rm static}+\frac{C}{\omega_p^2}+\dots,
\]

with \(C\) an energy cubed and no term in \(1/\omega_p\). The model below shows where the \(Z\) factors go and what \(C\) is.

## The model

Atomic units are used in the algebra. One electron and one hole, with masses \(m_e\) and \(m_h\), move in parabolic bands and attract each other through \(-v(r)\), \(r=r_e-r_h\):

\[
H=\frac{p_e^2}{2m_e}+\frac{p_h^2}{2m_h}-v(r)+\sum_q\left[\omega_p b_q^\dagger b_q+g_q(\rho_qb_q+\rho_q^\dagger b_q^\dagger)\right],
\]
\[
\rho_q=e^{iq\cdot r_e}-e^{iq\cdot r_h}.
\]

Here \(g_q=g_{-q}\) is real, and energies are counted from the gap without plasmon coupling. There is one pair (the Tamm-Dancoff approximation), with no electron-hole exchange and no Pauli blocking. The plasmon has no dispersion.

To find the screened interaction, let the charges oscillate at frequency \(\omega\). The equations of motion give \((\omega-\omega_p)b_q=g_q\rho_{-q}\) and \((\omega+\omega_p)b_{-q}^\dagger=-g_q\rho_{-q}\). The field felt by the charges is \(b_q+b_{-q}^\dagger\), so the interaction, written as a repulsion between equal charges, is

\[
W_q(\omega)=v_q+g_q^2\left[\frac1{\omega-\omega_p}-\frac1{\omega+\omega_p}\right]=v_q+\frac{2g_q^2\omega_p}{\omega^2-\omega_p^2}.
\]

With \(\lambda_q=g_q^2/\omega_p\) its static value is \(v_q-2\lambda_q\). Fixed screening means fixed \(\lambda_q\).

For charges at rest \(\rho_q\) is a number, and completing the square gives

\[
\omega_pb^\dagger b+g(\rho b+\rho^*b^\dagger)=\omega_p\left(b^\dagger+\tfrac g{\omega_p}\rho\right)\left(b+\tfrac g{\omega_p}\rho^*\right)-\lambda|\rho|^2 .
\]

The ground state is a displaced oscillator with energy \(-\lambda|\rho|^2\). The probability of finding no plasmon in it is \(\exp(-\lambda|\rho|^2/\omega_p)\). A single charge has \(|\rho_q|^2=1\), hence energy \(-\sum\lambda_q\). The pair has \(|\rho_q|^2=2-2\cos q\cdot r\). Its energy is that of two single charges plus \(2\sum\lambda_q\cos q\cdot r\), which turns \(-v\) into the static screened attraction

\[
W(r)=-v(r)+2\sum_q\lambda_q\cos q\cdot r .
\]

A mobile particle at rest emits a plasmon with first-order amplitude \(-g_q/(\omega_p+q^2/2m)\), because it must take up the recoil. Treating the emissions as independent gives

\[
Z\simeq\exp\left[-\sum_q\frac{\lambda_q\omega_p}{(\omega_p+q^2/2m)^2}\right]\;\to\;\exp\left[-\sum_q\frac{\lambda_q}{\omega_p}\right].
\]

The arrow is the limit of small recoil. A pair propagator built from the quasiparticle poles carries the residue \(Z_eZ_h\). With a static kernel the bound state would then obey \((p^2/2\mu+Z_eZ_hW)\phi=E\phi\), with \(\mu\) the reduced mass. This equation keeps the loss of weight, which comes from the frequency dependence of the self-energy, and drops the frequency dependence of the kernel.

## Three terms that add to zero

The cancellation is seen most directly at first order in \(\lambda_q\). Let the pair be bound by some local attraction \(U(r)\), with \(H_0=T+U\), \(H_0\phi=E_0\phi\) and total momentum zero. The zero of \(U\) is its value at large separation. Second-order perturbation theory in \(g_q\) gives

\[
\Delta E=-\sum_qg_q^2\left\langle\rho_q^\dagger\frac1{\omega_p+H_0-E_0}\rho_q\right\rangle .
\]

The state created with \(b_q^\dagger\) contains \(\rho_q^\dagger\phi\); renaming \(q\to-q\) gives the form shown. For plasmons fast compared with the excitations of the pair, the resolvent is \(1/\omega_p-(H_0-E_0)/\omega_p^2+\dots\), so

\[
\Delta E=-\sum_q\lambda_q\langle|\rho_q|^2\rangle+\sum_q\frac{\lambda_q}{\omega_p}\langle\rho_q^\dagger(T+U-E_0)\rho_q\rangle+\dots
\]

The first sum is the static screening. The second divides according to where the plasmon begins and ends, and whether \(U\) acts while it is in flight.

**Self-energy.** The plasmon returns to the particle that emitted it, and only \(T\) acts meanwhile. For the electron, \(e^{-iq\cdot r_e}Te^{iq\cdot r_e}=T+q\cdot p_e/m_e+q^2/2m_e\). The linear term cancels between \(q\) and \(-q\), and \(\langle T-E_0\rangle=-\langle U\rangle\). Electron and hole together give

\[
-2\sum_q\frac{\lambda_q}{\omega_p}\langle U\rangle+\sum_q\frac{\lambda_q}{\omega_p}\left(\frac{q^2}{2m_e}+\frac{q^2}{2m_h}\right).
\]

The second part is the recoil of two free particles and leaves the binding energy unchanged. The first is positive. Since \(1-Z_eZ_h\simeq2\sum\lambda_q/\omega_p\), it is the loss of attraction described by the \(Z\) factors.

**Retarded ladder.** The plasmon passes from one particle to the other, and only \(T=T_e+T_h\) acts meanwhile. The two cross terms of \(\rho_q^\dagger\dots\rho_q\) carry a minus sign. Put \(c=e^{-iq\cdot r}\). Since \(e^{-iq\cdot r_e}\) commutes with \(T_h\), and \(e^{iq\cdot r_h}\) with \(T_e\),

\[
\langle e^{-iq\cdot r_e}(T-E_0)e^{iq\cdot r_h}\rangle=\langle T_hc\rangle+\langle cT_e\rangle-E_0\langle c\rangle .
\]

At zero total momentum \(T_e\phi=(\mu/m_e)T\phi\), \(T_h\phi=(\mu/m_h)T\phi\) and \(T\phi=(E_0-U)\phi\). Because \(\mu/m_e+\mu/m_h=1\), the right side is \(\langle c(E_0-U)\rangle-E_0\langle c\rangle=-\langle cU\rangle\). With the minus sign and the conjugate term, the ladder gives

\[
+2\sum_q\frac{\lambda_q}{\omega_p}\langle\cos(q\cdot r)\,U\rangle .
\]

For a tight pair this is negative. The plasmon needs time to respond, so it screens less than its static limit says, and the attraction grows.

**Interaction in flight.** What remains is \(U\) acting between emission and absorption:

\[
\sum_q\frac{\lambda_q}{\omega_p}\langle\rho_q^\dagger U\rho_q\rangle=2\sum_q\frac{\lambda_q}{\omega_p}\langle(1-\cos q\cdot r)\,U\rangle .
\]

In diagrams, a self-energy plasmon that spans an interaction is a vertex correction, and an exchanged plasmon that spans one is a crossed diagram. Neither belongs to the ladder Bethe-Salpeter equation with a \(GW\) self-energy.

The three terms containing \(U\) add to zero for every local \(U\), mass ratio and pair size. The division of labour does depend on size. If \(q\cdot r\) is small wherever \(U\) acts, the cosine is near one and the ladder alone cancels the \(Z\) term. If the pair is so large that \(\sum\lambda_q\cos q\cdot r\) is small against \(\sum\lambda_q\) where \(U\) acts, the ladder does little and the diagrams in flight do the work. The statement that the dynamical kernel cancels \(Z\) thus holds in general only when the kernel includes them.

## Strong screening

In a solid with a sizeable dielectric constant, \(2\lambda_q\) is comparable with \(v_q\), and first order in \(\lambda_q\) is not enough. The same result follows without expanding in \(\lambda_q\) if the plasmons are first displaced to follow the charges. Let

\[
\tilde H=e^SHe^{-S},\qquad S=\sum_q\frac{g_q}{\omega_p}(\rho_q^\dagger b_q^\dagger-\rho_qb_q).
\]

Then \(e^Sb_qe^{-S}=b_q-(g_q/\omega_p)\rho_q^\dagger\), and the plasmon terms become \(\omega_pb_q^\dagger b_q-\lambda_q|\rho_q|^2\), as for charges at rest. The potential \(-v(r)\) commutes with \(S\) and is unchanged. The sum is \(W(r)-2\sum\lambda_q\), and no weight multiplies \(W\).

Only the momenta are altered. For the electron,

\[
e^Sp_ee^{-S}=p_e+A_e,\qquad A_e=\sum_q\frac{g_q}{\omega_p}\,q\left(e^{iq\cdot r_e}b_q+e^{-iq\cdot r_e}b_q^\dagger\right).
\]

The next commutator, \([S,A_e]\), is a sum of \(q\) times an even function of \(q\) and vanishes. The hole has a similar \(A_h\) with the opposite sign. In the plasmon vacuum \(\langle A_e\rangle=0\) and \(\langle A_e^2\rangle=\sum(\lambda_q/\omega_p)q^2\), so the kinetic energy gains \(\sum(\lambda_q/\omega_p)q^2/2m_e\). A free electron gains the same. Self-energies and recoil cancel from the binding energy, which is that of \(p^2/2\mu+W(r)\) up to the effect of the terms that create plasmons.

Those terms give \(C\). The part of \(\tilde H\) that creates one plasmon is \(-\sum(g_q/\omega_p)[T,\rho_q^\dagger]b_q^\dagger\), and the energy cost is \(\omega_p\) to leading order. With \(g_q^2/\omega_p^2=\lambda_q/\omega_p\), the pair is lowered by \(\sum(\lambda_q/\omega_p^2)\|[T,\rho_q]\phi\|^2\), where \(\phi\) is now the ground state in \(W\). Creation of two plasmons by \(A^2\) has a squared matrix element of order \(\omega_p^{-2}\) and contributes at order \(\omega_p^{-3}\).

The norm is simplest in momentum space. The final state with electron momentum \(k\) and hole momentum \(q-k\) is reached in two ways. The electron can go from \(k-q\) to \(k\), changing the kinetic energy by \(q\cdot(k-q/2)/m_e\). Or the hole can go from \(-k\) to \(q-k\), changing it by \(-q\cdot(k-q/2)/m_h\), and the minus sign in \(\rho_q\) reverses this. Hence

\[
([T,\rho_q]\phi)(k)=q\cdot\left(k-\tfrac q2\right)\left[\frac{\phi(k-q)}{m_e}+\frac{\phi(k)}{m_h}\right].
\]

In the square, each direct term gives \(\langle(q\cdot p)^2\rangle+q^4/4\), divided by \(m_e^2\) or \(m_h^2\), since terms odd in \(p\) vanish in the ground state. A free particle is lowered by the \(q^4/4m^2\) part alone, which therefore drops out of the binding energy. For real \(\phi\),

\[
C=\sum_q\lambda_q\Big\{\langle(q\cdot p)^2\rangle\Big(\frac1{m_e^2}+\frac1{m_h^2}\Big)+\frac2{m_em_h}\sum_k\left[q\cdot\left(k-\tfrac q2\right)\right]^2\phi(k)\phi(k-q)\Big\}.
\]

If \(q\) is small against the momentum spread of \(\phi\), the braces become \(\langle(q\cdot p)^2\rangle/\mu^2\). In one dimension this gives

\[
\frac C{\omega_p^2}\simeq4\,\langle T\rangle\sum_q\frac{\lambda_q}{\omega_p}\,\frac{q^2/2\mu}{\omega_p}.
\]

The naive error, \(2\sum(\lambda_q/\omega_p)|\langle W\rangle|\), is thus replaced by one with a further factor of recoil over plasmon energy. Small binding is not a sufficient condition: the recoil of the plasmons that screen must be small too. In three dimensions with \(\lambda_q\propto1/q^2\) at all \(q\), the sum for \(C\) diverges at large \(q\). The \(\omega_p^{-2}\) law requires \(\lambda_q\) to fall off faster than \(1/q^5\), because the summand varies as \(q^2\lambda_q\) at large \(q\) and the number of wave vectors as \(q^2\,dq\). For slower fall-off the recoil must be kept in the denominators, and the direct term becomes \(\lambda_q\omega_p\langle(q\cdot p)^2\rangle/[m^2(\omega_p+q^2/2m)^3]\). With \(\lambda_q\propto1/q^2\) its sum varies as \(\omega_p^{-1/2}\), the same power as \(1-Z_eZ_h\). Unit weights then gain no order in \(1/\omega_p\). At first order in \(\lambda_q\) and for similar masses, their error is about \(\tfrac16\langle T\rangle(1-Z_eZ_h)\), the polaron increase of the masses.

## A pair on a ring

Take round model parameters: a ring of length \(L=30\) Å, \(v(r)=8\cos^6(\pi r/L)\) eV, static dielectric constant 4, masses 0.8 and 1.2 electron masses, and \(\omega_p=15\) eV. This \(v\) has only the wave vectors \(q=2\pi m/L\) with \(|m|\le3\). The components are \(v_m=2.5,\,1.875,\,0.75,\,0.125\) eV for \(|m|=0,1,2,3\). Requiring \(v_m-2\lambda_m=v_m/4\) gives \(\lambda_m=\tfrac38v_m\), which sums to 3 eV over all seven components. The screened attraction is 2 eV deep. The \(q=0\) plasmon does not see the neutral pair, but it contributes to the energy and \(Z\) of each free particle.

Diagonalizing \(p^2/2\mu+W\) in plane waves gives a static binding energy of 1.368 eV (0.0503 hartree), made up of \(\langle W\rangle=-1.637\) eV and \(\langle T\rangle=0.268\) eV. The root-mean-square separation is 2.75 Å.

The full Hamiltonian was diagonalized in plane waves times plasmon states, with up to five plasmons at 15 eV. Going from four to five changes the binding energy by about \(10^{-5}\) eV. The free electron lies at \(-2.9408\) eV, the free hole at \(-2.9598\) eV and the pair at \(-7.2743\) eV, so

\[
E_b=-2.9408-2.9598+7.2743=1.3737\ \text{eV}\quad(0.0505\ \text{hartree}).
\]

The static value with unit weights is too small by 0.0055 eV, or 0.4% of the full result. The \(Z\) factors are by no means close to one: \(Z_e=0.825\) and \(Z_h=0.823\), near the recoilless value \(e^{-3/15}=0.819\). Their product is 0.679. Putting it in front of \(W\) gives a binding energy of 0.855 eV, too small by 0.519 eV, or 38%.

The three first-order terms show how such a loss is made good. For a pair bound by \(U=W\), the \(Z\) term is \(2\times(3/15)\times1.637=0.655\) eV. The ladder gives \(-0.571\) eV and the interaction in flight \(-0.084\) eV. The ladder thus cancels 87% of the \(Z\) term. For a tighter pair bound by \(U=5W\) the share is 93%, in line with the tight-pair limit. The opposite limit is not reached on this ring: \(U\) acts only where the cosines are large, and for vanishing binding the share falls only to 72%. These shares include the \(q=0\) plasmon, whose \(Z\) and ladder terms cancel identically; without it 87% and 93% become 81% and 90%. These numbers are first-order bookkeeping for a given attraction, not a decomposition of the full binding energy. That is why 0.655 eV exceeds the 0.519 eV found above: the linear estimate \(1-Z_eZ_h\simeq0.4\) overstates the actual 0.32.

Varying \(\omega_p\) at fixed \(\lambda_q\) separates the two error laws. The static binding energy stays at 1.3683 eV.

| \(\omega_p\) (eV) | \(Z_eZ_h\) | full \(E_b\) (eV) | \(E_b\) from \(Z_eZ_hW\) (eV) |
|---|---|---|---|
| 3.75 | 0.239 | 1.428 | 0.225 |
| 7.5 | 0.471 | 1.387 | 0.541 |
| 15 | 0.679 | 1.374 | 0.855 |
| 60 | 0.906 | 1.3686 | 1.215 |
| 240 | 0.975 | 1.3683 | 1.328 |

Between 120 and 240 eV the error with \(Z_eZ_h\) falls by a factor of 1.97 and the error with unit weights by 3.96, close to the 2 and 4 expected from \(1/\omega_p\) and \(1/\omega_p^2\). The formula for \(C\) gives 1.417 eV³, and extrapolating the scan to large \(\omega_p\) gives the same to three decimals. The small-\(q\) estimate is \(4\times0.268\times1.57\simeq1.7\) eV³, where 1.57 eV² is \(\sum\lambda_qq^2/2\mu\). It has the right size. At 15 eV, \(C/\omega_p^2=0.0063\) eV, against the actual 0.0055 eV.

At \(\omega_p=3.75\) eV the expansion is poor. The binding energy is more than a third of \(\omega_p\), and the largest electron recoil, 1.88 eV, is half of it. The leading term predicts a shift of 0.10 eV and the diagonalization gives 0.060 eV. Unit weights are still within about 4% here, but that is a property of this smooth model and is not guaranteed by the derivation.

## The intensity

The same displacement settles whether the optical strength should carry a \(Z\). Let the light create the pair at \(r=0\) without plasmons, with a matrix element independent of momentum. The eigenstate of \(H\) is \(e^{-S}\chi\), where \(\chi\) is the eigenstate of \(\tilde H\). At \(r=0\) the two charges coincide, every \(\rho_q\) vanishes, and so does \(S\). The amplitude is therefore the no-plasmon part of \(\chi\) at contact. This is \(\phi(0)\) up to processes that create a plasmon and absorb it again. Two matrix elements of order \(\omega_p^{-1/2}\) and one denominator \(\omega_p\) make the correction of order \(\omega_p^{-2}\). At 15 eV the contact intensity is 1.008 times the static one, whereas a factor \(Z_eZ_h\) would have made it 0.68. This rests on equal and opposite couplings. If the hole's coupling carries a relative form factor \(f_q\ne1\), \(\rho_q\) does not vanish at contact and the intensity loses a fraction \(\sum(\lambda_q/\omega_p)(1-f_q)^2\), of first order in \(1/\omega_p\), while the error of the binding energy remains of order \(\omega_p^{-2}\).

Away from contact there is some dressing. The vacuum average of \(e^{-S}\) is \(\exp[-\tfrac12\sum(\lambda_q/\omega_p)|\rho_q|^2]\), so the probability that the bound pair contains no plasmon is approximately

\[
\left\langle\exp\left[-2\sum_q\frac{\lambda_q}{\omega_p}(1-\cos q\cdot r)\right]\right\rangle .
\]

This gives 0.933 at 15 eV, and the diagonalization gives 0.944. Both are far above \(Z_eZ_h=0.679\), because the clouds of opposite charges largely cancel. As the charges separate and the cosines average out, the exponential tends to the product of the two recoilless \(Z\) factors. Even there the attraction is \(W\) with unit weight, since the displaced plasmons move with the charges and leave the potential between them unchanged.

## Where the argument stops

The essential property is that the potential commutes with the density that drives the plasmons. A nonlocal potential does not, and its commutator with \(\rho_q\) can bring back a state-dependent term of order \(1/\omega_p\). The bands must also be parabolic. For a general dispersion \(\varepsilon(p)\) the double commutator, summed over \(\pm q\), is \(\tfrac12[\varepsilon(p+q)+\varepsilon(p-q)]-\varepsilon(p)\), which depends on \(p\) and so differs between the bound pair and free particles at rest. On the ring, bands with \(\varepsilon(1+\alpha\varepsilon)=p^2/2m\) and \(\alpha=0.5\) eV\(^{-1}\) give an error of unit weights that tends to \(0.21\ \text{eV}^2/\omega_p\) and is 0.016 eV at 15 eV. That is three times the parabolic value, though still far below the error made with \(Z_eZ_h\). A further requirement is a separation of energies. If part of the screening comes from a pole whose energy is comparable with the binding energy or with the recoil, that part has to be kept dynamical. The expansion in \(1/\omega_p\) then fails for that pole, and the cancellation found here is no longer a reason to leave out the \(Z\) factors, the retarded ladder and the interactions in flight.

All numerical values are calculated from the stated model.
